# Copper's K-alpha energy from a hydrogenic model with one screening unit

## Problem

A copper atom has lost one of its two 1s electrons. An electron from the 2p subshell falls into the vacancy, and the energy released leaves as a K-alpha photon. Treat the falling electron as if it moved alone in the field of a point charge \(Z-s\), where \(Z=29\) is the nuclear charge and \(s=1\) is the screening by the other electrons.

1. Estimate the photon energy by scaling.
2. Solve the model and find the photon energy and wavelength.
3. Find where one unit of screening comes from, and how far the result can be trusted.

The algebra uses atomic units: \(\hbar\), the electron mass and the elementary charge are one, and the energy unit, the hartree, is 27.2114 eV. The nucleus is fixed and the electron is non-relativistic until relativity is discussed. The same \(s\) is used before and after the jump.

## First estimate by scaling

Ignore screening and confine an electron to a radius \(a\) around the nucleus. Its momentum is then of order \(1/a\), its kinetic energy of order \(1/(2a^2)\), and its potential energy of order \(-Z/a\):

\[
E(a)\approx \frac{1}{2a^2}-\frac{Z}{a}.
\]

The minimum follows from

\[
\frac{dE}{da}=-\frac1{a^3}+\frac{Z}{a^2}=0
\quad\Rightarrow\quad a=\frac1Z,\qquad E=-\frac{Z^2}{2}.
\]

Radii shrink as \(1/Z\) and energies grow as \(Z^2\). If the binding of the 2p electron is neglected beside that of the 1s electron, the photon carries the whole 1s binding energy:

\[
E_{\rm scaling}=\frac{29^2}{2}\times 27.2114\ \text{eV}\approx 11\,400\ \text{eV}.
\]

This places the line in the X-ray range. The estimate should be too high, because the 2p electron is already bound before it falls and because screening weakens the attraction.

## Exact solution of the model

### The two levels

Write \(q=Z-s\). For angular momentum \(l\), the function \(u(r)\), which is \(r\) times the radial wave function, obeys

\[
-\frac12u''+\frac{l(l+1)}{2r^2}u-\frac{q}{r}u=\varepsilon u .
\]

For 1s, \(l=0\), try \(u=re^{-qr}\). Then \(u''=(-2q+q^2r)e^{-qr}\), and the left side is

\[
\left(q-\frac{q^2r}{2}-q\right)e^{-qr}=-\frac{q^2}{2}\,u .
\]

For 2p, \(l=1\), try \(u=r^2e^{-qr/2}\). Then \(u''=(2-2qr+q^2r^2/4)e^{-qr/2}\), and the left side is

\[
\left(-1+qr-\frac{q^2r^2}{8}+1-qr\right)e^{-qr/2}=-\frac{q^2}{8}\,u .
\]

Both functions vanish at the origin and at infinity, so they are bound states, with

\[
\varepsilon_{1s}=-\frac{q^2}{2},\qquad \varepsilon_{2p}=-\frac{q^2}{8}.
\]

Neither has a node at finite \(r>0\), so each is the lowest state of its \(l\).

### The photon energy

The photon takes the energy of the atom before the jump minus that after it. In the model one electron changes its level and nothing else changes, so

\[
E=\varepsilon_{2p}-\varepsilon_{1s}
=\left(\frac12-\frac18\right)q^2=\frac38(Z-s)^2 .
\]

For copper with \(s=1\), \(q=28\) and

\[
E=\frac38\times 784=294.0\ \text{hartree},
\]
\[
E=294.0\times27.2114\ \text{eV}\approx 8000\ \text{eV}=8.0\ \text{keV}.
\]

The wavelength is

\[
\lambda=\frac{hc}{E}=\frac{12398.42\ \text{eV Å}}{8000.1\ \text{eV}}\approx1.550\ \text{Å}.
\]

Solving the radial equation numerically on a grid, with \(q=28\), also gives 8000.1 eV for the difference of the two levels.

### Sensitivity to the screening

At fixed \(Z\),

\[
\frac{dE}{ds}=-\frac34(Z-s),
\]

which is \(-21\) hartree, or \(-571\) eV per unit of screening, at \(s=1\). Without screening the line would lie at 8582 eV; with two units it would lie at 7439 eV. An error of 0.1 in \(s\) therefore moves the line by about 57 eV. The value of \(s\) needs a justification.

## Where the unit comes from

It is tempting to assign the unit to the one 1s electron that remains during the jump. A first-order count of the repulsion shows that this electron supplies about half of it.

### Counting the repulsion

Use hydrogenic orbitals of the full charge \(Z\) and add the electron repulsion to first order. The spectators are the electrons present both before and after the jump: one 1s, two 2s and five 2p electrons. The M shell and exchange are left out of this count. Let \(J(a,b)\) be the direct repulsion between spherically averaged electrons in orbitals \(a\) and \(b\) at nuclear charge one. At charge \(Z\) all lengths shrink by \(Z\), so the repulsion is \(ZJ(a,b)\).

The repulsion among the spectators cancels between the two states. What remains is

\[
E=\frac38Z^2+Z\sum_b\left[J(2p,b)-J(1s,b)\right]=\frac38Z^2-ZS,
\]
\[
S=\sum_b\left[J(1s,b)-J(2p,b)\right].
\]

The model, expanded in the same way, reads

\[
\frac38(Z-s)^2=\frac38Z^2-\frac34Zs+\frac38s^2 .
\]

Equating the terms linear in \(Z\) gives \(s=4S/3\). The last term, about 10 eV for \(s=1\), is not fixed by a first-order count.

### The integrals

At charge one the radial densities, each normalized to one, are

\[
\rho_{1s}=4r^2e^{-2r},\qquad \rho_{2p}=\frac{r^4e^{-r}}{24},
\]
\[
\rho_{2s}=\left(\frac{r^2}{2}-\frac{r^3}{2}+\frac{r^4}{8}\right)e^{-r}.
\]

The last comes from \(u=(r-r^2/2)e^{-r/2}\), which solves the radial equation with \(l=0\), \(q=1\) and \(\varepsilon=-1/8\).

A spherical charge acts at radius \(r\) through the charge \(Q_b(r)\) enclosed there and through the shells outside:

\[
V_b(r)=\frac{Q_b(r)}{r}+\int_r^\infty\frac{\rho_b(t)}{t}\,dt .
\]

For 1s, \(Q=1-e^{-2r}(1+2r+2r^2)\) and the outer integral is \(e^{-2r}(1+2r)\). For 2p,

\[
Q=1-e^{-r}\left(1+r+\frac{r^2}{2}+\frac{r^3}{6}+\frac{r^4}{24}\right),
\]

and the outer integral is \(e^{-r}(6+6r+3r^2+r^3)/24\). Adding the parts gives

\[
V_{1s}=\frac1r-e^{-2r}\left(\frac1r+1\right),
\]
\[
V_{2p}=\frac1r-e^{-r}\left(\frac1r+\frac34+\frac r4+\frac{r^2}{24}\right).
\]

Now \(J(a,b)=\int_0^\infty\rho_aV_b\,dr\). The mean of \(1/r\) is 1 for 1s and 1/4 for both 2s and 2p. With \(\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}\), the integrals with \(V_{1s}\) are

\[
J(1s,1s)=1-4\left(\frac1{16}+\frac1{32}\right)=\frac58,
\]
\[
J(1s,2p)=\frac14-\frac1{24}\left(\frac6{81}+\frac{24}{243}\right)=\frac{59}{243},
\]
\[
J(1s,2s)=\frac14-\int_0^\infty\left(\frac r2-\frac{3r^3}{8}+\frac{r^4}{8}\right)e^{-3r}dr
\]
\[
\phantom{J(1s,2s)}=\frac14-\left(\frac1{18}-\frac1{36}+\frac1{81}\right)=\frac{17}{81}.
\]

Those with \(V_{2p}\) are

\[
J(2p,2p)=\frac14-\frac1{24}\left(\frac38+\frac9{16}+\frac{15}{32}+\frac{15}{64}\right)=\frac{93}{512},
\]
\[
J(2s,2p)=\frac14-\int_0^\infty p(r)\,e^{-2r}dr,
\]
\[
p=\frac r2-\frac{r^2}8-\frac{r^3}8-\frac{r^4}{96}+\frac{r^5}{96}+\frac{r^6}{192}.
\]

The six terms of the last integral give

\[
\frac18-\frac1{32}-\frac3{64}-\frac1{128}+\frac5{256}+\frac{15}{512}=\frac{45}{512},
\]

so \(J(2s,2p)=83/512\). Numerical integration of the enclosed charges reproduces all five fractions.

### The two halves

The 1s spectator contributes

\[
S_{1s}=0.6250-0.2428=0.3822,\qquad s_{1s}=\frac43S_{1s}=0.51 .
\]

The L-shell spectators contribute

\[
S_L=2(0.20988-0.16211)+5(0.24280-0.18164)=0.401,
\]

so \(s_L=0.535\). The sum is \(s\approx1.04\). The single unit is thus an effective number for the difference of two energies, and in this count it is shared almost equally between the 1s partner and the L shell.

An L electron matters although it lies mostly outside the 1s orbital. To see this, write the repulsion of two spherical charges as

\[
J(a,b)=\int_0^\infty\!\!\int_0^\infty\frac{\rho_a(r)\rho_b(r')}{\max(r,r')}\,dr\,dr'
=\int_0^\infty\frac{Q_a(t)Q_b(t)}{t^2}\,dt,
\]

where the second form follows from \(1/\max(r,r')=\int_{\max(r,r')}^\infty dt/t^2\). Hence

\[
J(1s,b)-J(2p,b)=\int_0^\infty\frac{Q_b\,(Q_{1s}-Q_{2p})}{t^2}\,dt .
\]

The 1s orbital is the more compact, so \(Q_{1s}>Q_{2p}\), and a spectator counts through the charge \(Q_b\) that it has enclosed at the radii where these two differ. The L electrons have part of their charge inside those radii. A shell far outside has \(Q_b\approx0\) in that region: it raises both levels by nearly the same amount and drops out of the photon energy. The M shell of copper is not far enough out to drop out entirely. In the same count, with unscreened hydrogenic orbitals, its 18 electrons would add about 0.22 to \(s\). Such orbitals are too compact, and with the Hartree–Fock orbitals of Cu\(^+\) the share is about 0.07, or some 40 eV in the line. The value 1.04 describes the K and L shells alone.

### A second case: the stripped ion

Remove all spectators except the 1s partner, keeping \(Z=29\). The same first-order count then gives

\[
E\approx8582\ \text{eV}-29\times0.3822\times27.2114\ \text{eV}\approx8280\ \text{eV}.
\]

With the L-shell spectators restored, \(S=0.7835\) and the result is about 7960 eV. One unit of screening therefore belongs to an atom with a filled L shell. It would be a poor choice for this ion, whose effective screening is near one half.

## Comparison

### Scaling against the solved model

The solved model gives 0.70 of the scaling estimate. The ratio has two factors:

\[
\frac{\frac38(Z-1)^2}{\frac12Z^2}
=\frac34\left(\frac{28}{29}\right)^2
=0.75\times0.932=0.70 .
\]

The first factor accounts for the binding of the 2p electron before the jump, the second for screening. Scaling found the correct power of the charge; most of its excess came from neglecting the initial binding.

### The model against a copper calculation

For a reference, take Hartree–Fock total energies of the ion Cu\(^+\) and of the same ion with one 1s or one 2p electron removed. The orbitals are relaxed separately in each state, in an uncontracted def2-TZVP basis. A binding energy is the energy with the hole minus that of Cu\(^+\). The non-relativistic results are:

| Quantity | Model (eV) | Hartree–Fock (eV) | Difference (eV) |
|---|---:|---:|---:|
| 1s binding | 10667 | 8908 | 1759 |
| 2p binding | 2667 | 951 | 1716 |
| K-alpha line | 8000 | 7957 | 43 |

The separate levels of the model are poor: its 2p binding is 2.8 times the reference value. Both levels are too deep by similar amounts, however, and the subtraction removes most of the error. Charge far outside both orbitals contributes to this common error, because it raises both levels by nearly the same amount; its share has not been isolated here. The model should therefore not be used for ionization energies or absorption edges, which depend on a single level.

The screening that would reproduce the non-relativistic reference line is \(s=1.08\). The first-order count gave 1.04 by matching only the term linear in \(Z\); fitting its line energy, about 7960 eV, to the full quadratic formula, as was done for the reference, gives 1.06. The count lacks exchange, the M shell and relaxation, all of which the reference contains, and the closeness of the numbers does not show that each effect is small. A Hartree–Fock calculation on the ion with only K and L shells gives 7997 eV, or \(s=1.01\), so the M shell lowers the line by about 40 eV.

### Relativity

The largest neglected effect on the line energy sized here is relativity. For a point charge \(q\), with \(x=\alpha q\) and \(\alpha\) the fine-structure constant, the Dirac equation has the levels, measured from the rest energy,

\[
\varepsilon_{1s}=\frac{\sqrt{1-x^2}-1}{\alpha^2},\qquad
\varepsilon_{2p_{3/2}}=\frac{\sqrt{1-x^2/4}-1}{\alpha^2},
\]
\[
\varepsilon_{2p_{1/2}}=\frac1{\alpha^2}\left[\sqrt{\frac{1+\sqrt{1-x^2}}2}-1\right].
\]

Expanding to order \(x^4\) gives

\[
\varepsilon_{1s}\approx-\frac{q^2}2-\frac{\alpha^2q^4}8,\qquad
\varepsilon_{2p_{3/2}}\approx-\frac{q^2}8-\frac{\alpha^2q^4}{128},
\]
\[
\varepsilon_{2p_{1/2}}\approx-\frac{q^2}8-\frac{5\alpha^2q^4}{128}.
\]

The 1s level sinks most, so both lines move up:

\[
\Delta E_{3/2}\approx\frac{15}{128}\alpha^2q^4,\qquad
\Delta E_{1/2}\approx\frac{11}{128}\alpha^2q^4 .
\]

At \(q=28\) these leading terms are 104 eV and 77 eV; the full Dirac levels give 107 eV and 78 eV. K-alpha is thus a pair of lines, split by about 29 eV in this one-electron model. Relative to the non-relativistic energy, the leading shift of the \(2p_{3/2}\) line is \(\tfrac5{16}\alpha^2q^2\), or 1.3 per cent here. It grows as the square of the charge, so the simple formula worsens for heavier elements.

Adding scalar relativity to the Hartree–Fock reference, through the one-electron X2C Hamiltonian, raises its line by 95 eV to 8052 eV. The hydrogenic result then lies 52 eV, or 0.6 per cent, below the reference. Two errors of opposite sign are at work: the model is 43 eV too high against the non-relativistic reference and lacks the 95 eV shift,

\[
43\ \text{eV}-95\ \text{eV}=-52\ \text{eV}.
\]

The agreement is therefore partly a cancellation. The reference is itself approximate: it omits the 4s electron, electron correlation, the surrounding solid, spin-orbit coupling, two-electron relativistic terms and quantum-electrodynamic corrections.

### Identifying copper in a film

In X-ray fluorescence of a metal film, the K-alpha energy identifies the element. The measured copper line lies at roughly 8.0 keV, so the parameters \(Z=29\) and \(s=1\) place the model in the right range. With \(s=1\) held fixed, the model puts the neighbours nickel and zinc at 7439 eV and 8582 eV. The smaller spacing from copper is 561 eV, nearly four times a detector resolution of 150 eV, a rough typical value for an energy-dispersive detector. The model's 52 eV deviation from the scalar-relativistic reference is well below half that spacing, so it is accurate enough to assign an isolated K-alpha peak to copper rather than to a neighbour. This conclusion does not cover overlap with other lines, such as K-beta lines.

For the line energy, the largest single error sized here comes from the non-relativistic assumption: scalar relativity moves the line by about 95 eV. The doublet splitting is 29 eV in the one-electron model but only about 20 eV in real copper, whose 2p orbital is more strongly screened; either value is too small to resolve with such a detector. For energy calibration, where errors of tens of eV matter, the model is inadequate.

## Calculated quantities

```
Nuclear charge Z: 29; screening s: 1
Effective charge: 28
Hartree energy: 27.2114 eV
hc: 12398.42 eV angstrom
Model line energy: 294.0 hartree
Model line energy: 8000.1 eV = 8.00 keV
Model wavelength: 1.5498 angstrom
Grid line energy: 8000.1 eV
Line energy with s = 0: 8581.8 eV
Line energy with s = 2: 7438.9 eV
Slope dE/ds at s = 1: -571.4 eV
J(1s,1s) at unit charge: 0.62500 hartree
J(1s,2s) at unit charge: 0.20988 hartree
J(1s,2p) at unit charge: 0.24280 hartree
J(2s,2p) at unit charge: 0.16211 hartree
J(2p,2p) at unit charge: 0.18164 hartree
S from 1s partner: 0.3822 hartree
S from L shell: 0.4013 hartree
Screening from 1s partner: 0.510
Screening from L shell: 0.535
Sum of both: 1.045
Model 1s binding: 10666.9 eV
Model 2p binding: 2666.7 eV
Cu+ HF 1s binding: 8907.7 eV
Cu+ HF 2p binding: 951.0 eV
Model excess, 1s: 1759.2 eV
Model excess, 2p: 1715.8 eV
HF line, non-relativistic: 7956.7 eV
Model minus this HF line: 43.4 eV
Screening that fits this HF line: 1.076
HF line, scalar X2C: 8051.6 eV
Scalar relativistic shift: 94.9 eV
Model minus X2C line: -51.5 eV
Virial ratio of Cu+ (ideal 2): 2.000058
Dirac shift, 2p3/2 line: 106.7 eV
Dirac shift, 2p1/2 line: 78.1 eV
Leading shift, 2p3/2 line: 104.4 eV
Leading shift, 2p1/2 line: 76.5 eV
Dirac 2p splitting: 28.6 eV
Model nickel line: 7438.9 eV
Model zinc line: 8581.8 eV
Smallest neighbour spacing: 561.2 eV
Detector resolution (rough input): 150 eV
```
